\section*{Retrapping Transient in a Closed, Carrier-Depleted Access Region}

A trap in gallium nitride with a depth of $0.60\,\mathrm{eV}$ and a capture cross-section of $10^{-15}\,\mathrm{cm^2}$ holds its electron for a mean time of $378\,\mu\mathrm{s}$ at $400\,\mathrm{K}$. Fill $10^{16}$ such traps per $\mathrm{cm^3}$, let no electron leave the region, and the free-electron density settles with a final time constant of only $0.58\,\mu\mathrm{s}$. Once it has settled, just $0.31\%$ of the electrons are free. The transient is some 650 times faster than emission from one trap, although each trap emits at its ordinary rate. What stops the transient so early is retrapping.

Consider a uniform slab in the access region of a transistor. It contains $N_t$ identical traps per unit volume, each able to hold one electron, and a fixed number $N_0\le N_t$ of electrons per unit volume. Let $n$ be the density of free electrons and $n_t$ that of trapped ones. At $t=0$ every electron is trapped, so $n=0$ and $n_t=N_0$. For $t>0$ no electron enters or leaves:
\begin{equation}
n+n_t=N_0 .
\label{cons}
\end{equation}

The word ``depleted'' needs care here. In an ordinary space-charge region a field sweeps emitted electrons away, which is extraction and contradicts (\ref{cons}). The slab treated here is depleted in another sense: its free electrons have been lost to traps. The traps are taken to be neutral when empty and negative when filled, and ionized donors of density $N_0$ balance the trapped charge. By (\ref{cons}) the slab then stays neutral throughout, with no mean internal field to drive electrons out (the fixed charges are treated as a smooth background, a limit examined at the end). Emission raises its conductivity but leaves its total charge unchanged. Capture at a fixed temperature would stop at the final density found below, so the empty band at $t=0$ has to be prepared, for instance by filling the traps at a much lower temperature and then heating the slab in a time short compared with the transient. In the example below, filling at $300\,\mathrm{K}$ leaves a free density of about $4\%$ of the final value at $400\,\mathrm{K}$, so $n(0)=0$ is then a fair approximation for the time scale, although this offset shortens the half-rise time by $8\%$ and raises the ratio $t_{90}/t_{50}$ defined below from 2.68 to 2.83; filling at $350\,\mathrm{K}$ leaves about $26\%$, which is too much.

Each trapped electron is emitted with probability $e$ per unit time; the symbol $e$ denotes this rate, and the elementary charge is $q$. A free electron is captured at a rate proportional to the density $N_t-n_t$ of empty traps, with coefficient $c$. Counting gains and losses,
\begin{equation}
\frac{dn}{dt}=e\,n_t-c\,n\,(N_t-n_t).
\label{rate}
\end{equation}
Independent first-order emission keeps the first term alone. The second term is a product of two populations that both grow as emission proceeds, and this makes the transient nonlinear.

Equation (\ref{rate}) is a mean-field law, since it replaces the mean of a product by the product of the means. For $N_0=N_t$ the empty traps are as numerous as the free electrons, so the true capture rate involves $\langle n^2\rangle=\langle n\rangle^2+\mathrm{var}(n)$. In a volume with $N$ electrons the variance of their free number grows as $N$ and the squared mean as $N^2$, so the relative error should fall as $1/N$. The stochastic master equation, solved for $cN_0/e=20$ at $et=0.2$, bears this out: the mean free fraction differs from the mean-field value by $8.4\times10^{-4}$ for $N=200$ and by $4.2\times10^{-4}$ for $N=400$.

The coefficients $e$ and $c$ are linked by detailed balance. In equilibrium with Fermi energy $E_F$, a trap level $E_a$ below the band edge $E_c$ is occupied with odds
\begin{equation}
\frac{n_t}{N_t-n_t}=\exp\!\left(\frac{E_F-E_c+E_a}{kT}\right),
\end{equation}
where the degeneracy ratio of filled and empty traps is taken as one. A nondegenerate band has $n=N_c\exp[(E_F-E_c)/kT]$, with $N_c$ its effective density of states. Emission and capture must balance, so
\begin{equation}
e=c\,n\,\frac{N_t-n_t}{n_t}=c\,n_1,\qquad n_1=N_c\exp\!\left(-\frac{E_a}{kT}\right).
\label{db}
\end{equation}
The Fermi energy has cancelled, and the relation is used for the transient as well, on the assumption that the free electrons remain thermal. The capture coefficient is $c=\sigma\langle v\rangle$, with $\sigma$ the cross-section and $\langle v\rangle=\sqrt{8kT/\pi m}$ the mean thermal speed.

Now insert $n_t=N_0-n$ in (\ref{rate}). The density of empty traps becomes $N_t-N_0+n$, and
\begin{align}
\frac{dn}{dt}&=e(N_0-n)-c\,n(N_t-N_0+n)\nonumber\\
&=eN_0-a\,n-c\,n^2,\qquad a=e+c(N_t-N_0).
\label{ric}
\end{align}
This is a Riccati equation with constant coefficients. Its right side vanishes at
\begin{equation}
n_\pm=\frac{-a\pm\lambda}{2c},\qquad \lambda=\sqrt{a^2+4ceN_0}.
\end{equation}
Since $\lambda>a$, $n_+$ is positive and is the final density, while $n_-$ is negative and has no direct physical meaning. To avoid subtracting nearly equal numbers, multiply the numerator and denominator of $n_+$ by $\lambda+a$ and use $\lambda^2-a^2=4ceN_0$:
\begin{equation}
n_+=\frac{2eN_0}{a+\lambda},\qquad |n_-|=\frac{a+\lambda}{2c}.
\label{np}
\end{equation}

In factored form $dn/dt=-c(n-n_+)(n-n_-)$. Consider the ratio $(n_+-n)/(n-n_-)$. The logarithmic derivative of its numerator is
\begin{equation}
\frac{d}{dt}\ln(n_+-n)=-\frac{1}{n_+-n}\frac{dn}{dt}=-c(n-n_-),
\label{appr}
\end{equation}
and that of its denominator is $c(n_+-n)$. Their difference is $-c(n_+-n_-)=-\lambda$, a constant. With $n(0)=0$ the ratio starts at
\begin{equation}
r=\frac{n_+}{|n_-|}=\frac{\lambda-a}{\lambda+a}<1 ,
\end{equation}
so that, writing $E=\exp(-\lambda t)$,
\begin{equation}
n_+-n=rE\,(n+|n_-|).
\end{equation}
Collect the terms in $n$ and use $r|n_-|=n_+$:
\begin{equation}
n=n_+\,\frac{1-E}{1+rE}.
\label{frac}
\end{equation}
Inserting $n_+$ and $r$ and multiplying through by $\lambda+a$ gives
\begin{equation}
n=\frac{2eN_0(1-E)}{(\lambda+a)+(\lambda-a)E}
=\frac{2eN_0(1-E)}{a(1-E)+\lambda(1+E)} .
\end{equation}
Because $(1+E)/(1-E)=\coth(\lambda t/2)$, the transient is
\begin{equation}
\boxed{\,n(t)=\frac{2eN_0}{a+\lambda\coth(\lambda t/2)}\,}
\label{main}
\end{equation}

First-order emission must return when capture is negligible. For $c\to0$ at fixed $e$, both $a$ and $\lambda$ tend to $e$. The identity $1+\coth y=2/(1-\exp(-2y))$ turns (\ref{main}) into $n=N_0[1-\exp(-et)]$. Since $c=e/n_1$, the condition is $N_t\ll n_1$. In the example $N_0/n_1=1.05\times10^5$, so the independent law is far outside its range.

Retrapping lowers the free density at every time, since the capture term in (\ref{rate}) is never negative. Hence $dn/dt\le e(N_0-n)$, or $d[n\exp(et)]/dt\le eN_0\exp(et)$. Integration from zero gives $n\le N_0[1-\exp(-et)]$.

The approach to the final value is nevertheless faster. By (\ref{appr}) the remaining distance $n_+-n$ shrinks at the relative rate $c(n+|n_-|)$, which rises from $c|n_-|$ at the start to $\lambda$ at the end. From (\ref{np}), $n_+|n_-|=eN_0/c=n_1N_0$; since $n_+<N_0$, it follows that $|n_-|>n_1$ and $c|n_-|>e$. In a closed slab the relative approach is thus faster than $e$ from the outset. Retrapping does not help electrons to escape; it brings the goal closer, while the initial emission flux $eN_0$ is unchanged.

Two limits show how the initial filling matters. If the traps start full, $N_0=N_t$ and $a=e$. For $n_1\ll N_0$ this $a$ is negligible beside $\lambda$, and
\begin{equation}
\lambda\simeq2c\sqrt{n_1N_0},\qquad
n(t)\simeq\sqrt{n_1N_0}\,\tanh\frac{\lambda t}{2}.
\label{full}
\end{equation}
Each emitted electron leaves behind an empty trap, so capture grows as $n^2$ and the process is bimolecular. If instead many traps are empty from the start, with $M=N_t-N_0\gg2\sqrt{n_1N_0}$ and $M\gg n_1$, the square root is dominated by $a\simeq cM$. Then $\lambda\simeq cM$, $n_+\simeq n_1N_0/M$ and $r\ll1$. The transient is nearly exponential, but its rate is that of capture into the traps that were empty initially.

The shape distinguishes the two. Setting (\ref{frac}) equal to $n_+/2$ gives $2-2E=1+rE$, hence $E=1/(2+r)$. Setting it equal to $0.9\,n_+$ gives $10-10E=9+9rE$, hence $E=1/(10+9r)$. The times to reach $50\%$ and $90\%$ of the final density therefore obey
\begin{equation}
\lambda t_{50}=\ln(2+r),\qquad \lambda t_{90}=\ln(10+9r).
\end{equation}
Their ratio is $\ln10/\ln2=3.32$ for $r\to0$, as for any exponential, and $\ln19/\ln3=2.68$ for $r\to1$. The bimolecular transient has the more abrupt finish.

For the example take $T=400\,\mathrm{K}$, so $kT=0.03447\,\mathrm{eV}$, an effective mass of $0.20$ electron masses, and initially full traps with $N_t=N_0=10^{16}\,\mathrm{cm^{-3}}$. Then $N_c=3.46\times10^{18}\,\mathrm{cm^{-3}}$ and $\langle v\rangle=2.78\times10^7\,\mathrm{cm/s}$. Equation (\ref{db}) gives $n_1=9.52\times10^{10}\,\mathrm{cm^{-3}}$, $c=2.78\times10^{-8}\,\mathrm{cm^3/s}$ and
\begin{equation}
e=(2.778\times10^{-8})(9.525\times10^{10})\,\mathrm{s^{-1}}=2.65\times10^3\,\mathrm{s^{-1}} .
\end{equation}
Next, $\sqrt{n_1N_0}=3.09\times10^{13}\,\mathrm{cm^{-3}}$, and (\ref{full}) gives $\lambda\simeq1.71\times10^6\,\mathrm{s^{-1}}$. The full expressions give $\lambda=1.715\times10^6\,\mathrm{s^{-1}}$, $n_+=3.08\times10^{13}\,\mathrm{cm^{-3}}$ and $r=0.997$. A separate equilibrium calculation, with Fermi occupation of the traps and an integral over the band's density of states, gives the same final density to the five printed digits.

At $\lambda t=0.5$, or $0.29\,\mu\mathrm{s}$, the free density is $7.56\times10^{12}\,\mathrm{cm^{-3}}$, only $2\%$ below the independent law. The closeness follows from (\ref{full}): since $\tanh y\simeq y-y^3/3$, the relative deficit is $(\lambda t)^2/12$ to leading order. At $\lambda t=4$, or $2.33\,\mu\mathrm{s}$, the closed slab has reached $2.97\times10^{13}\,\mathrm{cm^{-3}}$ and is nearly finished. Independent emission would have freed $6.15\times10^{13}\,\mathrm{cm^{-3}}$ and would still be rising almost linearly. The half-rise time is $0.64\,\mu\mathrm{s}$.

The temperature dependence changes as well. Suppose $\ln(\lambda/T^2)$ is plotted against $1/kT$ and the negative slope is read as an energy $E_{\mathrm{app}}$. With $\sigma$ independent of temperature, $c\propto T^{1/2}$ and $n_1\propto T^{3/2}\exp(-E_a/kT)$. Since $-d/d(1/kT)=kT^2\,d/dT$, the logarithms of $c$, $n_1$ and $T^{-2}$ contribute slopes $kT/2$, $E_a+3kT/2$ and $-2kT$. The weight of $n_1$ in $\lambda$ follows from $\lambda^2=c^2[(M+n_1)^2+4n_1N_0]$:
\begin{equation}
s=\left.\frac{\partial\ln\lambda}{\partial\ln n_1}\right|_c
=\frac{n_1(M+n_1+2N_0)}{(M+n_1)^2+4n_1N_0}.
\end{equation}
Adding the three contributions,
\begin{equation}
E_{\mathrm{app}}=s\left(E_a+\tfrac32kT\right)-\tfrac32kT .
\end{equation}
For independent emission the rate is $e=cn_1\propto T^2\exp(-E_a/kT)$, and the plot returns $E_a=0.60\,\mathrm{eV}$. For initially full traps with $n_1\ll N_0$, $s\to1/2$ and the plot returns $E_a/2-3kT/4=0.274\,\mathrm{eV}$, less than half the true depth. For many empty traps $s\to0$, and the result tends to the slightly negative value $-3kT/2$. The fillings compare as follows, with $N_t$ and all other parameters fixed:
\begin{center}
\begin{tabular}{ccccc}
$N_0/N_t$ & $n_+$ ($\mathrm{cm^{-3}}$) & $1/\lambda$ ($\mu$s) & $t_{90}/t_{50}$ & $E_{\mathrm{app}}$ (eV)\\
1.000 & $3.08\times10^{13}$ & 0.583 & 2.68 & 0.274\\
0.999 & $2.62\times10^{13}$ & 0.576 & 2.80 & 0.266\\
0.990 & $8.67\times10^{12}$ & 0.306 & 3.24 & 0.038\\
0.900 & $8.56\times10^{11}$ & 0.036 & 3.32 & $-0.051$
\end{tabular}
\end{center}
One empty trap in a hundred already removes most of the bimolecular shape, because $10^{14}\,\mathrm{cm^{-3}}$ empty traps outnumber the $3\times10^{13}\,\mathrm{cm^{-3}}$ that emission would create in the full case.

Extraction reverses the effect on the time scale. Let free electrons leave at a rate $k$ each. If their density is quasi-steady, emission balances capture plus extraction, $e\,n_t=n[k+c(N_t-n_t)]$, and the trapped charge decreases only through extraction:
\begin{equation}
\frac{dn_t}{dt}=-kn=-\frac{e\,k\,n_t}{k+c(N_t-n_t)} .
\label{leak}
\end{equation}
The decay is now slower than first order. For initially full traps put $x=n_t/N_t$ and $\kappa=cN_t/k$; separation gives
\begin{equation}
(1+\kappa)\ln x-\kappa(x-1)=-et .
\end{equation}
At $x=1/\exp(1)$ this yields $et=1+\kappa/\exp(1)$. For $\kappa=1$ the value is $1.368$; integration of the two coupled rate equations with $k=cN_t=200e$ gives $1.370$. Independent emission returns when $k\gg cN_t$, which is $2.8\times10^8\,\mathrm{s^{-1}}$ here. Retrapping thus shortens the conductivity transient of a closed slab and lengthens the loss of charge from an open one.

How well must the slab be closed? Let it be $d=1\,\mu\mathrm{m}$ thick with one face guarded by a barrier $\phi$. The thermal flux onto that face is $n\langle v\rangle/4$, and a fraction $\exp(-\phi/kT)$ passes, so $k=(\langle v\rangle/4d)\exp(-\phi/kT)$. Holding $k$ to $0.01\lambda$ requires
\begin{equation}
\phi=kT\ln\frac{\langle v\rangle}{4d\,(0.01\lambda)}=0.52\,\mathrm{eV}.
\end{equation}
With this leak the free density at $t=5/\lambda$ is $2.3\%$ below the closed value. The loss accumulates, so the closed result holds only for $t\ll1/k$, about $58\,\mu\mathrm{s}$.

The depth, density and cross-section used here are rough typical values for a GaN buffer; cross-sections in particular vary widely. At fixed temperature a change of $\sigma$ rescales all times as $1/\sigma$ and leaves $n_+$ and the shape unchanged. Exact initial filling is a limiting choice, not a typical one. The assumption most likely to fail in a real transistor is closure, because a buffer next to an open channel has a sink for electrons. With a rough mobility of $500\,\mathrm{cm^2/Vs}$ the diffusion coefficient is $17\,\mathrm{cm^2/s}$, and $D/d^2\approx1.7\times10^9\,\mathrm{s^{-1}}$ estimates the extraction rate without a barrier. This is about six times $cN_t$, so for a field-independent $e$ (\ref{leak}) would put the time for the trapped charge to fall to $1/\exp(1)$ about $6\%$ above $378\,\mu\mathrm{s}$, and the late decay rate about $14\%$ below $e$. That estimate has a limit: the bias must remove the electrons against the donor charge they leave behind, whose field can approach $0.2\,\mathrm{MV/cm}$. By the field factor given below, such a field raises $e$ by about $17\%$ for a short-range trap, and a stronger applied field raises it far more. The closed transient would also be hard to see beside such a channel: it frees $3.1\times10^9$ electrons per $\mathrm{cm^2}$, against roughly $10^{13}\,\mathrm{cm^{-2}}$ in the channel. Nor does it undo the part of current collapse that comes from net negative charge in the slab, since that charge does not change.

Neutrality is a sensitive condition. If donors and electrons differ by $1\%$ of $N_0$, and the field vanishes at one face, it reaches $0.002\,\mathrm{MV/cm}$ at the other. Before the electrons rearrange, the potential drop across the slab is $0.10\,\mathrm{V}$, about three times $kT/q$. Free electrons would then gather on one side, and the uniform model would fail; this unscreened drop stays below $kT/q$ only for a mismatch under about $0.3\%$. The Debye length at $n_+$ is $0.75\,\mu\mathrm{m}$, comparable with the thickness, so the free electrons screen such a drop poorly.

The same field hardly changes the emission rate. An electron thermally raised to an energy $ukT$ below the band edge gains a factor $\exp(u)$ in rate and pays a tunnelling factor $\exp(-bu^{3/2})$ through the triangular barrier, with $b=4\sqrt{2m}(kT)^{3/2}/(3q\hbar F)$. The exponent $u-bu^{3/2}$ is largest at $u=4/(9b^2)$, where it equals $4/(27b^2)=(q\hbar F)^2/[24m(kT)^3]$. This is $3.9$ at $1\,\mathrm{MV/cm}$, so $e$ cannot be treated as field-independent near a strongly biased gate edge. At the mismatch field it is only $1.6\times10^{-5}$. There $b\approx97$ and the peak lies at $u\ll1$, so the steepest-point argument alone proves little, but the exponent survives a fuller treatment. For a short-range trap with energy-independent coupling, $e$ follows the thermal sum of the band's local density of states at the trap. In a uniform field the band states are Airy functions, and that sum is multiplied by $\exp[(q\hbar F)^2/24m(kT)^3]$ as long as the peak lies well above the trap level. The weight gained below the band edge is partly taken from above it. The factor is $1.000016$ at the mismatch field and $1.17$ at $0.2\,\mathrm{MV/cm}$. The mismatch field is also less than a thousandth of a rough breakdown field of $3\,\mathrm{MV/cm}$.

Even exact average neutrality leaves a difficulty. The slab is fully compensated: $2\times10^{16}$ fixed charges per $\mathrm{cm^3}$ are screened only by the few free electrons and empty traps, together over a length $L=0.53\,\mu\mathrm{m}$. If donors and traps are placed independently at random, their numbers in $1\,\mu\mathrm{m^3}$ differ by about $1.4\%$, more than the tolerance just found. With permittivity $\varepsilon$, the potential then has a variance of about $2\pi L\,(2N_0)(q/4\pi\varepsilon)^2$, an rms value near $1.2\,kT/q$; it is still about $1.0\,kT/q$ at mid-slab if both faces are grounded. Free electrons collect in the valleys and traps empty on the hills. A nonlinear Poisson solution for random charges in bulk gives an rms potential of $0.85$ to $1.0\,kT/q$ and a mean final density about $1.7$ to $1.8$ times $n_+$. The values quoted for initially full traps therefore describe a smooth background, and the final density of a real compensated layer may differ from $n_+$ by nearly a factor of two.

The remaining approximations are milder. Degeneracy corrects the band density by about 3 parts in $10^6$. The capture coefficient is $0.7\%$ of its diffusion-limited value, and diffusion over the mean spacing of free electrons takes about $10^{-4}$ of $1/\lambda$, which supports the well-mixed rate law. Temperature matters more: a rise of $10\,\mathrm{K}$ increases $n_+$ by $26\%$ and $\lambda$ by $28\%$, so self-heating during a measurement would distort the curve. A mass larger by $10\%$ raises them by $7\%$ and $2\%$. Most of the values quoted here are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature 400 K, kT 0.03447 eV
trap depth 0.60 eV, cross-section 1.0e-15 cm^2
N_t = N0 = 1.00e+16 cm^-3, thickness 1.0 um
mass 0.20 m_e, permittivity 9.0
mobility 500 cm^2/Vs
Nc 3.4556e+18 cm^-3, mean speed 2.7783e+07 cm/s
n1 9.5248e+10 cm^-3, c 2.7783e-08 cm^3/s
emission rate e 2.6463e+03 1/s, 1/e 377.89 us
N0/n1 1.0499e+05
a 2.6463e+03 1/s, lam 1.7149e+06 1/s
1/lam 0.5831 us, lam/e 648.04
n_plus 3.0815e+13, n_minus -3.0910e+13 cm^-3
r 0.996919, n_plus/N0 0.3081 %
Fermi-statistics final density 3.0815e+13 cm^-3
initial approach rate 8.5878e+05 1/s
lam*t, t (us), n closed, n independent (cm^-3)
  0.5 0.2916 7.5559e+12 7.7126e+12
  1.0 0.5831 1.4252e+13 1.5419e+13
  2.0 1.1662 2.3477e+13 3.0815e+13
  4.0 2.3325 2.9708e+13 6.1535e+13
t50 0.6400 us, t90 1.7161 us
t90/t50: exponential 3.3219, tanh 2.6801
fill, n_plus (cm^-3), 1/lam (us), r, t90/t50, E_app (eV)
  1.000 3.0815e+13 0.5831 0.99692 2.6813 0.2741
  0.999 2.6210e+13 0.5758 0.72193 2.7994 0.2658
  0.990 8.6697e+12 0.3065 0.07971 3.2392 0.0379
  0.900 8.5642e+11 0.0359 0.00086 3.3210 -0.0505
apparent energy, independent emission 0.6000 eV
full-trap limit Ea/2 - 3kT/4: 0.2741 eV
empty-trap limit -3kT/2: -0.0517 eV
mean-field error N=200: 8.390e-04, N=400: 4.196e-04
1/e time with k=c*N_t: 1.3697/e, quasi-steady 1.3679/e
c*N_t 2.778e+08 1/s (extraction must far exceed it)
barrier for k = 0.01 lam: 0.524 eV
density shift from that leak at 5/lam: 2.29 %
capture / diffusion-limited coefficient 7.19e-03
mixing time / (1/lam) 1.01e-04
degeneracy correction 3.15e-06 (relative)
1% charge mismatch: field 0.00201 MV/cm, drop 0.101 V
field / rough breakdown field 6.70e-04
tunnelling exponent 1.57e-05; at 1 MV/cm 3.88
Debye length at n_plus 0.746 um
+10 K: n_plus x 1.2591, lam x 1.2753
+10% mass: n_plus x 1.0740, lam x 1.0241
released sheet density 3.081e+09 cm^-2
rough channel 1.0e+13 cm^-2, ratio 3.08e-04
\end{verbatim}
